# Electron-hole conjugation in an atomic shell, with d² and d⁸ compared

A shell $l$ has $N=4l+2$ spin-orbitals $\alpha=(m,\sigma)$, $\sigma=\pm\tfrac12$, with one common radial function $R(r)$. We compare $l^n$ with $l^{N-n}$, leave out mixing with other configurations, and give both the same radial integrals. In a real ion these integrals vary with $n$, so the comparison concerns the angular structure.

The operators $a^\dagger_\alpha,a_\alpha$ obey the usual anticommutation rules. The states $|0\rangle$ and $|\text{full}\rangle$ are the empty and the filled shell. Spherical harmonics have Condon–Shortley phases. The partner of $\alpha$ and a phase are

$$\bar\alpha=(-m,-\sigma),\qquad s_\alpha=(-1)^{l-m+1/2-\sigma}.$$

The two exponents of $s_\alpha$ and $s_{\bar\alpha}$ add up to $2l+1$, which is odd, so $s_{\bar\alpha}=-s_\alpha$.

## (a) A map from electrons to holes

**Define a linear map $\mathcal C$ by $\mathcal C|0\rangle=|\text{full}\rangle$ and by replacing each $a^\dagger_\alpha$ with $s_\alpha a_{\bar\alpha}$. Show that it is unitary, and find $\mathcal C^{-1}a_\alpha\mathcal C$ and $\mathcal C^{-1}a^\dagger_\alpha\mathcal C$.**

**Solution.** On determinants the definition reads

$$\mathcal C\,a^\dagger_{\alpha_1}\cdots a^\dagger_{\alpha_n}|0\rangle=s_{\alpha_1}\cdots s_{\alpha_n}\,a_{\bar\alpha_1}\cdots a_{\bar\alpha_n}|\text{full}\rangle .$$

It is consistent, because annihilators change sign on exchange just as creators do. The right side is, up to sign, the determinant with holes in $\bar\alpha_1,\dots,\bar\alpha_n$. Different determinants have different images, so an orthonormal basis goes into an orthonormal basis. Thus $\mathcal C$ is unitary and takes $l^n$ onto $l^{N-n}$.

Adding one more creator on the left gives $\mathcal C a^\dagger_\alpha=s_\alpha a_{\bar\alpha}\mathcal C$ on every determinant; if $\alpha$ is already occupied, both sides vanish. Hence $\mathcal C a^\dagger_\alpha\mathcal C^{-1}=s_\alpha a_{\bar\alpha}$. Solving for $a_{\bar\alpha}$ gives $\mathcal C^{-1}a_{\bar\alpha}\mathcal C=s_\alpha a^\dagger_\alpha$. We exchange the names $\alpha\leftrightarrow\bar\alpha$, use $s_{\bar\alpha}=-s_\alpha$, and take the adjoint:

$$\mathcal C^{-1}a_\alpha\mathcal C=-s_\alpha a^\dagger_{\bar\alpha},\qquad \mathcal C^{-1}a^\dagger_\alpha\mathcal C=-s_\alpha a_{\bar\alpha}.$$

## (b) One-body operators

**Find $\mathcal C^{-1}F\mathcal C$ for $F[f]=\sum_{\alpha\beta}f_{\alpha\beta}a^\dagger_\alpha a_\beta$, and interpret it for Hermitian $f$.**

**Solution.** The two minus signs from (a) cancel. One anticommutation then restores the normal order:

$$\mathcal C^{-1}F\mathcal C=\sum_{\alpha\beta}f_{\alpha\beta}s_\alpha s_\beta\,a_{\bar\alpha}a^\dagger_{\bar\beta}
=\sum_\alpha f_{\alpha\alpha}-\sum_{\alpha\beta}f_{\alpha\beta}s_\alpha s_\beta\,a^\dagger_{\bar\beta}a_{\bar\alpha}.$$

Put $\gamma=\bar\beta$, $\delta=\bar\alpha$. Since $s_{\bar\gamma}s_{\bar\delta}=s_\gamma s_\delta$,

$$\boxed{\mathcal C^{-1}F[f]\,\mathcal C=\operatorname{Tr}f-F[\tilde f],\qquad \tilde f_{\gamma\delta}=s_\gamma s_\delta f_{\bar\delta\bar\gamma}}$$

For Hermitian $f$, $\tilde f$ is the time-reversed operator. Let $\Theta$ be antilinear with $\Theta|\alpha\rangle=s_\alpha|\bar\alpha\rangle$. Then $\Theta^{-1}|\delta\rangle=s_{\bar\delta}|\bar\delta\rangle$, and

$$\langle\gamma|\Theta f\Theta^{-1}|\delta\rangle=s_{\bar\delta}s_{\bar\gamma}f^*_{\bar\gamma\bar\delta}=s_\gamma s_\delta f_{\bar\delta\bar\gamma}=\tilde f_{\gamma\delta}.$$

The minus sign in the boxed formula says that a hole is a missing electron. The tilde says that the hole carries the properties of the time-reversed orbital. Two cases follow:

- If $\tilde f=f$, then $F\to\operatorname{Tr}f-F$.
- If $\tilde f=-f$, then $F\to F$. The trace drops out, because $\operatorname{Tr}\tilde f=\operatorname{Tr}f$ by the definition of $\tilde f$, so here $\operatorname{Tr}f=0$.

## (c) Terms

**How do $\mathbf L$ and $\mathbf S$ transform, and what follows for the terms?**

**Solution.** For $l_z$ and $s_z$ the diagonal elements of $\tilde f$ are those at $\bar\gamma$, which are $-m$ and $-\sigma$. For $l_+$, at fixed spin,

$$(\tilde l_+)_{m+1,m}=s_{m+1}s_m\langle -m|l_+|-m-1\rangle=-\sqrt{l(l+1)-m(m+1)},$$

because neighbouring $m$ have opposite phases and $(-m-1)(-m)=m(m+1)$. This is minus the element of $l_+$. In the same way $(\tilde s_+)_{\uparrow\downarrow}=-\langle\uparrow|s_+|\downarrow\rangle=-1$. The lowering operators follow by taking adjoints. All components are therefore odd, and by (b)

$$\mathcal C^{-1}\mathbf L\,\mathcal C=\mathbf L,\qquad \mathcal C^{-1}\mathbf S\,\mathcal C=\mathbf S .$$

If $|\psi\rangle$ in $l^n$ has quantum numbers $L,S,M_L,M_S$, then $\mathcal C|\psi\rangle$ in $l^{N-n}$ has the same ones. Since $\mathcal C$ is invertible, each term occurs equally often in both configurations.

The Zeeman operator $\mu_B\mathbf B\cdot(\mathbf L+g_s\mathbf S)$ is also unchanged, so a hole does not reverse every one-body interaction.

## (d) Spin-orbit coupling and crystal field

**Find the transformation of $H_{so}=\zeta\sum_i\mathbf s_i\cdot\mathbf l_i$ and of a spin-independent electrostatic field $H_{cf}=\sum_i v(\mathbf r_i)$.**

**Solution.** The tilde reverses products. With $s_\beta^2=1$,

$$(\widetilde{fg})_{\gamma\delta}=s_\gamma s_\delta\sum_\beta f_{\bar\delta\bar\beta}\,g_{\bar\beta\bar\gamma}
=\sum_\beta(s_\gamma s_\beta g_{\bar\beta\bar\gamma})(s_\beta s_\delta f_{\bar\delta\bar\beta})=(\tilde g\tilde f)_{\gamma\delta}.$$

Hence $\widetilde{l_is_i}=(-s_i)(-l_i)=l_is_i$, since $l_i$ and $s_i$ commute. The trace is the product of the orbital and spin traces, both zero. Therefore

$$\mathcal C^{-1}H_{so}\,\mathcal C=-H_{so}.$$

For the field, $v$ is diagonal in spin and the spin phases cancel. Using $Y^*_{l,-m}=(-1)^mY_{lm}$,

$$\tilde v_{mm'}=(-1)^{m+m'}\!\int R^2\,Y^*_{l,-m'}\,v\,Y_{l,-m}\,d^3r=\int R^2\,Y_{lm'}\,v\,Y^*_{lm}\,d^3r=v_{mm'} .$$

Every multiplicative function of position is thus even under the tilde. Its trace contains $\sum_m|Y_{lm}|^2=(2l+1)/4\pi$, which is isotropic, so only the spherical part of $v$ contributes to it. Within one shell, odd multipoles vanish by parity. The even multipoles with $k>0$ are traceless, and for them

$$\mathcal C^{-1}H_{cf}\,\mathcal C=-H_{cf}.$$

A spherical part $v_0$ per electron instead becomes $Nv_0-nv_0=(N-n)v_0$, a constant shift without a sign reversal of the splittings.

In matrix elements, $\langle\mathcal C\psi|H_{so}|\mathcal C\varphi\rangle=-\langle\psi|H_{so}|\varphi\rangle$, and likewise for the traceless field. For elements between different terms this sign refers to the conjugate states $\mathcal C\psi$, $\mathcal C\varphi$; another choice of relative phases can change it. The splitting of a single term does not depend on such phases.

## (e) Coulomb repulsion

**Find the relation between the Coulomb matrices of $l^n$ and $l^{N-n}$, including any constant.**

**Solution.** Let $C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}$, restricted to the shell, and $A^k\cdot B^k=\sum_q(-1)^qA^k_qB^k_{-q}$. The multipole expansion of $1/r_{ij}$ gives

$$V=\sum_{k}F^k\sum_{i<j}C^k(i)\cdot C^k(j),\qquad F^k=\frac{e^2}{4\pi\epsilon_0}\iint\frac{r_<^k}{r_>^{k+1}}R^2(r_1)R^2(r_2)\,r_1^2r_2^2\,dr_1dr_2,$$

with $k=0,2,\dots,2l$. Let $Q^k_q=\sum_iC^k_q(i)$. The product $Q^k\cdot Q^k$ counts each pair twice and also contains the terms $i=j$. These have to be removed:

$$V=\tfrac12\sum_kF^k\Big[Q^k\cdot Q^k-\sum_i C^k(i)\cdot C^k(i)\Big].$$

The one-electron operator $C^k\cdot C^k$ commutes with $\mathbf l$, so in the shell it is a number $w_k$. To find it, note that $(-1)^qC^k_{-q}=(C^k_q)^\dagger$ and take the orbital trace:

$$(2l+1)w_k=\sum_{qmm'}|\langle lm|C^k_q|lm'\rangle|^2 .$$

The Wigner–Eckart theorem gives

$$\langle lm|C^k_q|lm'\rangle=(-1)^{m}(2l+1)\begin{pmatrix}l&k&l\\-m&q&m'\end{pmatrix}\begin{pmatrix}l&k&l\\0&0&0\end{pmatrix}.$$

The squares of the first 3j symbol add up to 1, so

$$w_k=(2l+1)\begin{pmatrix}l&k&l\\0&0&0\end{pmatrix}^2,\qquad w_0=1 .$$

Now apply (d). For $k>0$, $Q^k_q\to-Q^k_q$, and the product $Q^k\cdot Q^k$ keeps its sign. For $k=0$, $Q^0_0$ is the electron number, which goes from $n$ to $N-n$. Acting on $l^n$,

$$\mathcal C^{-1}V\mathcal C=\tfrac12F^0(N-n)(N-n-1)+\tfrac12\sum_{k>0}F^k\big[Q^k\cdot Q^k-(N-n)w_k\big].$$

Subtract $V$ for $n$ electrons. The $F^0$ part contains

$$(N-n)(N-n-1)-n(n-1)=N^2-2Nn-N+2n=(N-1)(N-2n),$$

and the others contain $-(N-n)+n=-(N-2n)$. Thus

$$\boxed{\mathcal C^{-1}V\mathcal C=V+\Delta,\qquad \Delta=\tfrac12(N-2n)\Big[(N-1)F^0-\sum_{k>0}w_kF^k\Big]}$$

All Coulomb splittings agree. Setting $n=0$ shows that the repulsion energy of the full shell is $E_{\rm full}=\tfrac12N[\dots]$ with the same bracket, so $\Delta=(1-2n/N)E_{\rm full}$. The constant vanishes at half filling. The splittings survive because the interaction of two holes, like that of two electrons, is a product of two multipoles, each of which has changed sign.

## (f) The full Hamiltonian and the order of $J$ levels

**Relate the spectra of $H=V+H_{so}+H_{cf}$ for a traceless field. Then find the spin-orbit constant of the Hund ground term on both sides of half filling.**

**Solution.** Adding the results of (d) and (e),

$$\mathcal C^{-1}H_{N-n}(\zeta,v)\,\mathcal C=H_n(-\zeta,-v)+\Delta .$$

The hole spectrum is that of $n$ electrons with reversed one-body couplings. For $n=1$, where $V$ is only a constant, this is the electron spectrum turned upside down, apart from a shift. For several electrons it is in general not, because the Coulomb splittings keep their sign.

Inside one term, the Wigner–Eckart theorem for orbital and spin space separately gives $H_{so}=\lambda\,\mathbf L\cdot\mathbf S$. For $n<2l+1$ the Hund ground term has all spins parallel, $S=n/2$. In a state with $M_S=S$ every electron has $\sigma=\tfrac12$. The products $l_\pm s_\mp$ change $M_S$ and have no expectation value, so $\langle H_{so}\rangle=\tfrac12\zeta M_L$, while $\langle\lambda\mathbf L\cdot\mathbf S\rangle=\lambda M_LS$. Therefore

$$\lambda=+\frac{\zeta}{2S}\quad(0<n<2l+1),\qquad \lambda=-\frac{\zeta}{2S}\quad(2l+1<n<N),$$

the second by conjugation. From $\mathbf J=\mathbf L+\mathbf S$,

$$E_J=\tfrac12\lambda\,[J(J+1)-L(L+1)-S(S+1)] .$$

With $\zeta>0$, the smallest $J$ lies lowest below half filling and the largest $J$ above it. This is first order in $\zeta$, for a ground term well separated from the others.

## (g) Two electrons and two holes in a d shell

**Take $F^0=15$, $F^2=10$, $F^4=6$, $\zeta=0.1$ and $Dq=0.1$ eV, with the octahedral field $v=21Dq\,[C^4_0+\sqrt{5/14}\,(C^4_4+C^4_{-4})]$. Compare d² with d⁸.**

**Solution.** *Coulomb energies.* Here $N=10$, $n=2$ and $w_2=w_4=0.285714$, so

$$\Delta=\tfrac12\cdot6\,[9\cdot15-0.285714\,(10+6)]=391.286\ \text{eV}.$$

Diagonalizing each configuration separately gives, in eV:

| Term | d² | d⁸ | above ³F |
|---|---|---|---|
| ³F | 13.245 | 404.531 | 0 |
| ¹D | 14.878 | 406.163 | 1.633 |
| ³P | 15.286 | 406.571 | 2.041 |
| ¹G | 15.830 | 407.116 | 2.585 |
| ¹S | 19.571 | 410.857 | 6.327 |

The first entry can be checked by hand. The determinant with $m=2$ and $m=1$, both spins up, has the largest $M_L$ possible for $M_S=1$, so it belongs to ³F. Its energy is $F^0$ plus, for each $k>0$, $F^k$ times the direct minus the exchange coefficient:

$$15+10(-0.040816-0.122449)+6(-0.009070-0.011338)=13.245\ \text{eV}.$$

*Spin-orbit splitting in first order.* For ³F, $L=3$ and $S=1$, so $\lambda=\pm0.05$ eV. The bracket in $E_J$ is $6-14=-8$, $12-14=-2$ and $20-14=6$ for $J=2,3,4$. In d² the levels lie at $-0.20$, $-0.05$ and $+0.15$ eV; in d⁸ at $+0.20$, $+0.05$ and $-0.15$ eV.

*Octahedral splitting in first order, without spin-orbit coupling.* One electron has six spin-orbitals at $-0.4$ eV and four at $+0.6$ eV. The ³F term of d² splits into levels at $-0.6$ (9 states), $+0.2$ (9) and $+1.2$ eV (3). In d⁸ they lie at $+0.6$ (9), $-0.2$ (9) and $-1.2$ eV (3). The value $1.2=2\times0.6$ eV is the largest that two electrons can have, so in this level both occupy upper orbitals. In d⁸ the same arrangement of two holes is the lowest level. At this field strength, mixing with ³P is already visible: it moves the $-0.6$ eV level of d² to $-0.66$ eV and the $+0.6$ eV level of d⁸ to $+0.50$ eV, and leaves the other two levels unchanged.

*Beyond first order.* Diagonalizing $V+H_{so}$ without the field gives these energies relative to the ³F term, in eV:

| $J$ | d² | d⁸ | mean |
|---|---|---|---|
| 2 | −0.2131 | 0.1833 | −0.0149 |
| 3 | −0.0500 | 0.0500 | 0 |
| 4 | 0.1459 | −0.1537 | −0.0039 |

By (f), the d⁸ column is the d² column with $\zeta\to-\zeta$, so the mean is the part even in $\zeta$. It begins with the second-order repulsion by higher terms, which lowers ³F in both configurations. No other term of d² contains $J=3$, so that mean vanishes.

For $J=4$ the only partner is ¹G. Its own spin-orbit energy is zero because $S=0$. With coupling $u$, the two-level equation is $(\pm0.15-E)(2.585-E)=u^2$. The d² level gives $0.0041\times2.439=0.0100$ eV², and the d⁸ level gives $0.00365\times2.739=0.0100$ eV². The coupling strength is the same, while the diagonal element has reversed.

With the field included, the two full spectra differ by up to 0.59 eV after $\Delta$ is removed. Reversing $\zeta$ and $Dq$ in d⁸ brings them together to better than $10^{-8}$ eV. The numerical check also checks that $\mathcal C$ is unitary and that the relations for $\mathbf L$, $\mathbf S$, $V$, $H_{so}$ and a traceless field hold in all $p^n$ and $d^n$ and for the pair f², f¹². It checks the general formula of (b) for a random Hermitian $f$ in the pair d³, d⁷.

## (h) The half-filled shell

**For $n=2l+1$ the map returns to the same configuration. What does this imply for the matrices of $H_{so}$ and $H_{cf}$?**

**Solution.** First find $\mathcal C^2$. From (a),

$$\mathcal C^2a^\dagger_\alpha\mathcal C^{-2}=s_\alpha\,\mathcal C a_{\bar\alpha}\mathcal C^{-1}=s_\alpha s_{\bar\alpha}a^\dagger_\alpha=-a^\dagger_\alpha .$$

Moreover $\mathcal C^2|0\rangle$ is a multiple of $|0\rangle$. So $\mathcal C^2$ is one number on the whole configuration. To fix it, take the determinant with every $m$ occupied spin up. It is the only state with the maximal $M_S$, which $\mathcal C$ preserves, so $\mathcal C$ multiplies it by a number. That number is real, because $\mathcal C$ is real in the determinant basis, and has modulus 1. Hence $\mathcal C^2=1$, with eigenvalues $\kappa=\pm1$.

Since $\Delta=0$, $\mathcal C$ commutes with $V$, $\mathbf L$ and $\mathbf S$. All Coulomb multiplets can therefore be given a definite class $\kappa$. For two of them,

$$\langle i|H_{so}|j\rangle=-\langle\mathcal Ci|H_{so}|\mathcal Cj\rangle=-\kappa_i\kappa_j\langle i|H_{so}|j\rangle ,$$

and the same holds for a traceless field. The element vanishes unless $\kappa_i\kappa_j=-1$. So neither interaction splits a Coulomb multiplet of a half-filled shell in first order, provided that no other multiplet lies at the same energy. A magnetic field still does, since the Zeeman operator does not reverse.

For d⁵ with the parameters of (g), and $\kappa=+1$ assigned to ⁶S, the classes are:

- $\kappa=+1$: ⁶S, ⁴G, ⁴D, ²I, ²D, ²G, ²F, ²S, ²D
- $\kappa=-1$: ⁴P, ²F, ⁴F, ²H, ²D, ²G, ²P

Couplings between the classes remain. The largest, measured by the largest singular value of the block between two multiplets, is 0.25 eV for spin-orbit coupling and 1.25 eV for the octahedral field. For couplings small compared with the term spacings, splittings then appear from second order on. The parameters of (g) are not in that regime. The field coupling of 1.25 eV joins ²I and ²H, about 1.2 eV apart, and the spin-orbit coupling of 0.25 eV joins a ²D and a ²F only about 0.09 eV apart. At $Dq=0.1$ eV the lowest level from ⁴G is lowered by 0.70 eV, against 1.55 eV from second order. The absence of a first-order term therefore does not mean that the splittings are small. The ⁶S term shows the selection rule at work: $H_{so}$ is a vector in orbital space and in spin space, so from $L=0$, $S=\tfrac52$ it can reach only ⁴P among the other terms, and ⁴P is indeed in the opposite class.

## Calculated quantities

```
Model inputs (eV): F0 = 15.0, F2 = 10.0, F4 = 6.0, zeta = 0.10, Dq = 0.10
Configurations n checked against N-n (p, d, f): 20
d shell: w_2 = 0.285714, w_4 = 0.285714
Shift E(d8)-E(d2) from formula = 391.285714 eV
Term: E(d2), E(d8), difference, height above 3F (eV)
  3F: 13.244898, 404.530612, 391.285714, 0.000000
  1D: 14.877551, 406.163265, 391.285714, 1.632653
  3P: 15.285714, 406.571429, 391.285714, 2.040816
  1G: 15.829932, 407.115646, 391.285714, 2.585034
  1S: 19.571429, 410.857143, 391.285714, 6.326531
3F stretched, k=2: direct -0.040816, exchange 0.122449
3F stretched, k=4: direct -0.009070, exchange 0.011338
3F energy of d2 from stretched determinant = 13.244898 eV
One d electron in the field (eV, spin-orbitals): -0.400 (6), 0.600 (4)
d2 3F first-order spin-orbit (eV): J=2 -0.2000, J=3 -0.0500, J=4 0.1500
d2 3F first-order octahedral (eV, states): -0.600 (9), 0.200 (9), 1.200 (3)
d8 3F first-order spin-orbit (eV): J=4 -0.1500, J=3 0.0500, J=2 0.2000
d8 3F first-order octahedral (eV, states): -1.200 (3), -0.200 (9), 0.600 (9)
3F levels of V+H_so relative to the 3F term: d2, d8, mean (eV)
  J=2: -0.213068, 0.183307, -0.014880
  J=3: -0.050000, 0.050000, -0.000000
  J=4: 0.145900, -0.153651, -0.003876
Largest d2-d8 level mismatch after the shift, same signs = 0.5905 eV
Same with zeta and Dq reversed in d8: below 1e-8 eV = True
Hund ground term and lambda (eV) for d^n:
  n=1: 2D, lambda = 0.100000
  n=2: 3F, lambda = 0.050000
  n=3: 4F, lambda = 0.033333
  n=4: 5D, lambda = 0.025000
  n=5: 6S, no first-order splitting
  n=6: 5D, lambda = -0.025000
  n=7: 4F, lambda = -0.033333
  n=8: 3F, lambda = -0.050000
  n=9: 2D, lambda = -0.100000
d5 terms of class +1 (6S = +1): 6S 4G 4D 2I 2D 2G 2F 2S 2D
d5 terms of class -1 (6S = +1): 4P 2F 4F 2H 2D 2G 2P
d5 largest coupling between opposite classes (eV): spin-orbit 0.2510, octahedral 1.2488
```
